# Coupled Z-vector equations for UMP2 and their closed-shell decoupling: test program

```python
"""UMP2 Z-vector equations and their closed-shell spin decoupling.

Result under test: M z = -X, where z holds alpha then beta virtual-occupied
multipliers, M is the derivative of the Fock elements F_ai with respect to
orbital rotations (half the UHF energy Hessian), and X is the derivative of
the MP2 energy with respect to those rotations. For closed shells M splits
into a singlet and a triplet matrix, and the triplet part of X vanishes.
Model: a six-site chain, orthonormal site orbitals, hartree atomic units.
h = pair of one-electron matrices, n = pair of electron numbers,
C = pair of orbital matrices, eps = pair of orbital-energy arrays.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import brentq

SITES, SPACING, REPULSION = 6, 2.6, 0.35
HOP_STRONG, HOP_WEAK, END_ENERGY = -0.12, -0.09, -0.05
position = SPACING * (np.arange(SITES) - (SITES - 1) / 2)
distance = position[:, None] - position[None, :]
coulomb = 1 / np.sqrt(distance**2 + REPULSION**-2)
eri = np.zeros((SITES,) * 4)
for p in range(SITES):
    for q in range(SITES):
        eri[p, p, q, q] = coulomb[p, q]
core_repulsion = np.sum(np.triu(coulomb, 1))
X_OP = np.diag(position)
STAGGER = np.diag((-1.0) ** np.arange(SITES))
FIELD_X = [X_OP, X_OP]
FIELD_S = [0.5 * STAGGER, -0.5 * STAGGER]


def chain(scale=1.0):
    h = np.diag(REPULSION - coulomb.sum(axis=1))
    h[0, 0] += END_ENERGY
    for site in range(SITES - 1):
        hop = HOP_STRONG if site % 2 == 0 else HOP_WEAK
        h[site, site + 1] = h[site + 1, site] = scale * hop
    return [h, h.copy()]


def add_field(h, field, strength):
    return [h[s] + strength * field[s] for s in (0, 1)]


def two_electron(P):
    J = np.einsum('pqrs,rs->pq', eri, P[0] + P[1])
    return [J - np.einsum('prsq,rs->pq', eri, P[s]) for s in (0, 1)]


def density(C, n):
    return [C[s][:, :n[s]] @ C[s][:, :n[s]].T for s in (0, 1)]


def fock(h, P):
    G = two_electron(P)
    return [h[s] + G[s] for s in (0, 1)]


def hf_energy(h, C, n):
    P = density(C, n)
    F = fock(h, P)
    return core_repulsion + 0.5 * sum(
        np.sum(P[s] * (h[s] + F[s])) for s in (0, 1))


def vo_elements(A, C, n):
    """Virtual-occupied elements of a pair of site matrices, as one vector."""
    return np.concatenate([(C[s][:, n[s]:].T @ A[s] @ C[s][:, :n[s]]).ravel()
                           for s in (0, 1)])


def unpack(vector, n):
    cut = (SITES - n[0]) * n[0]
    return [vector[:cut].reshape(SITES - n[0], n[0]),
            vector[cut:].reshape(SITES - n[1], n[1])]


def rotate(C, n, kappa):
    result = []
    for s, block in enumerate(unpack(kappa, n)):
        K = np.zeros((SITES, SITES))
        K[n[s]:, :n[s]] = block
        K[:n[s], n[s]:] = -block.T
        result.append(C[s] @ expm(K))
    return result


def canonicalize(F, C, n):
    """Diagonalize F inside the occupied and inside the virtual space."""
    newC, eps = [], []
    for s in (0, 1):
        Co, Cv = C[s][:, :n[s]], C[s][:, n[s]:]
        eo, Uo = eigh(Co.T @ F[s] @ Co)
        ev, Uv = eigh(Cv.T @ F[s] @ Cv)
        newC.append(np.hstack([Co @ Uo, Cv @ Uv]))
        eps.append(np.concatenate([eo, ev]))
    return newC, eps


def mo_integrals(C1, C2):
    return np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, C1, C1, C2, C2,
                     optimize=True)


def coupled_matrix(C, eps, n):
    rows = []
    for s in (0, 1):
        row = []
        for t in (0, 1):
            g = mo_integrals(C[s], C[t])
            o, v = slice(0, n[s]), slice(n[s], None)
            block = 2 * g[v, o, n[t]:, :n[t]]
            size_s = (SITES - n[s]) * n[s]
            size_t = (SITES - n[t]) * n[t]
            if s == t:
                block = (block - g[v, v, o, o].transpose(0, 2, 1, 3)
                         - g[v, o, o, v].transpose(0, 2, 3, 1))
            block = block.reshape(size_s, size_t)
            if s == t:
                gaps = eps[s][v][:, None] - eps[s][o][None, :]
                block = block + np.diag(gaps.ravel())
            row.append(block)
        rows.append(row)
    return np.block(rows)


def solve_uhf(h, n, C=None):
    if C is None:
        P = [np.eye(SITES) * n[s] / SITES for s in (0, 1)]
        for _ in range(300):
            C = [eigh(f)[1] for f in fock(h, P)]
            new = density(C, n)
            P = [0.5 * P[s] + 0.5 * new[s] for s in (0, 1)]
    for _ in range(60):
        F = fock(h, density(C, n))
        C, eps = canonicalize(F, C, n)
        gradient = vo_elements(F, C, n)
        if np.max(np.abs(gradient)) < 1e-12:
            return C, eps
        C = rotate(C, n, -np.linalg.solve(coupled_matrix(C, eps, n), gradient))
    raise RuntimeError('UHF did not converge')


def closed_shell(h, n):
    C, eps = solve_uhf(h, n)
    return [C[0], C[0].copy()], [eps[0], eps[0].copy()]


def mp2_energy(C, eps, n):
    """MP2 energy from antisymmetrized spin-orbital integrals."""
    Co = np.hstack([C[s][:, :n[s]] for s in (0, 1)])
    Cv = np.hstack([C[s][:, n[s]:] for s in (0, 1)])
    so = np.repeat([0, 1], n)
    sv = np.repeat([0, 1], [SITES - n[0], SITES - n[1]])
    eo = np.concatenate([eps[s][:n[s]] for s in (0, 1)])
    ev = np.concatenate([eps[s][n[s]:] for s in (0, 1)])
    allowed = (so[:, None] == sv[None, :]).astype(float)
    g = np.einsum('pqrs,pi,qa,rj,sb->iajb', eri, Co, Cv, Co, Cv, optimize=True)
    g = g * allowed[:, :, None, None] * allowed[None, None, :, :]
    anti = g - g.transpose(0, 3, 2, 1)
    denominator = (eo[:, None, None, None] - ev[None, :, None, None]
                   + eo[None, None, :, None] - ev[None, None, None, :])
    return 0.25 * np.sum(anti**2 / denominator)


def mp2_source(C, eps, n):
    """Return X and the unrelaxed MP2 density correction in the site basis."""
    gamma, direct = [], []
    for s in (0, 1):
        o, v = slice(0, n[s]), slice(n[s], None)
        G = np.zeros((SITES, SITES))
        D = np.zeros((SITES - n[s], n[s]))
        for t in (0, 1):
            g = mo_integrals(C[s], C[t])
            ot, vt = slice(0, n[t]), slice(n[t], None)
            amp = g[o, v, ot, vt].transpose(0, 2, 1, 3)
            if s == t:
                amp = amp - amp.transpose(0, 1, 3, 2)
            amp = amp / (eps[s][o][:, None, None, None]
                         + eps[t][ot][None, :, None, None]
                         - eps[s][v][None, None, :, None]
                         - eps[t][vt][None, None, None, :])
            factor = 0.5 if s == t else 1.0
            G[o, o] -= factor * np.einsum('ikab,jkab->ij', amp, amp)
            G[v, v] += factor * np.einsum('ijac,ijbc->ab', amp, amp)
            D += 2 * np.einsum('ijcb,acjb->ai', amp, g[v, v, ot, vt])
            D -= 2 * np.einsum('kjab,kijb->ai', amp, g[o, o, ot, vt])
        gamma.append(C[s] @ G @ C[s].T)
        direct.append(D.ravel())
    X = np.concatenate(direct) + 2 * vo_elements(two_electron(gamma), C, n)
    return X, gamma


def expectation(D, field):
    return sum(np.sum(D[s] * field[s]) for s in (0, 1))


def correlation_property(C, n, gamma, z, field):
    return expectation(gamma, field) + z @ vo_elements(field, C, n)


def stencil(function, step):
    return (8 * (function(step) - function(-step))
            - function(2 * step) + function(-2 * step)) / (12 * step)


def field_energy(h, n, C0, field, strength):
    C, eps = solve_uhf(add_field(h, field, strength), n, C0)
    return mp2_energy(C, eps, n)


def singlet_triplet(C, eps, nocc):
    """Closed-shell matrices from one set of spatial orbitals."""
    g = mo_integrals(C, C)
    size = (SITES - nocc) * nocc
    singlet, triplet = np.zeros((size, size)), np.zeros((size, size))
    pairs = [(a, i) for a in range(nocc, SITES) for i in range(nocc)]
    for r, (a, i) in enumerate(pairs):
        for c, (b, j) in enumerate(pairs):
            value = -g[a, b, i, j] - g[a, j, i, b]
            value += (eps[a] - eps[i]) * (r == c)
            triplet[r, c] = value
            singlet[r, c] = value + 4 * g[a, i, b, j]
    return singlet, triplet


def show(label, value, unit='', digits=6):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


h0 = chain()
show('site spacing', SPACING, 'bohr', 2)
show('on-site repulsion', REPULSION, 'hartree', 2)
show('strong hopping', HOP_STRONG, 'hartree', 2)
show('weak hopping', HOP_WEAK, 'hartree', 2)
show('end-site energy shift', END_ENERGY, 'hartree', 2)

# Open shell: all elements of M and X against finite orbital rotations.
n_open = (3, 2)
C, eps = solve_uhf(h0, n_open)
M = coupled_matrix(C, eps, n_open)
X, gamma = mp2_source(C, eps, n_open)
dimension = len(X)


def rotated_fock(kappa):
    R = rotate(C, n_open, kappa)
    return vo_elements(fock(h0, density(R, n_open)), R, n_open)


def rotated_mp2(kappa):
    R = rotate(C, n_open, kappa)
    R, e = canonicalize(fock(h0, density(R, n_open)), R, n_open)
    return mp2_energy(R, e, n_open)


unit_vectors = np.eye(dimension)
M_numeric = np.array([stencil(lambda s: rotated_fock(s * u), 1e-3)
                      for u in unit_vectors]).T
X_numeric = np.array([stencil(lambda s: rotated_mp2(s * u), 1e-3)
                      for u in unit_vectors])
error_M = np.max(np.abs(M - M_numeric))
error_X = np.max(np.abs(X - X_numeric))
assert error_M < 1e-8 and error_X < 1e-8
direction = np.random.default_rng(4).normal(size=dimension)
direction /= np.linalg.norm(direction)
E_plus, E_minus = [hf_energy(h0, rotate(C, n_open, s * direction), n_open)
                   for s in (1e-3, -1e-3)]
curvature = (E_plus + E_minus - 2 * hf_energy(h0, C, n_open)) / 1e-6
assert abs(curvature - 2 * direction @ M @ direction) < 1e-4

z = np.linalg.solve(M, -X)
print('OPEN SHELL, 3 alpha + 2 beta electrons')
print(f'number of coupled unknowns: {dimension}')
show('UHF energy', hf_energy(h0, C, n_open), 'hartree')
show('MP2 correlation energy', mp2_energy(C, eps, n_open), 'hartree')
show('lowest eigenvalue of M', np.linalg.eigvalsh(M)[0], 'hartree')
print(f'largest error in M elements: {error_M:.1e} hartree')
print(f'largest error in X elements: {error_X:.1e} hartree')
za, zb = unpack(z, n_open)
show('norm of z alpha', np.linalg.norm(za))
show('norm of z beta', np.linalg.norm(zb))
M_uncoupled = M.copy()
M_uncoupled[:za.size, za.size:] = 0
M_uncoupled[za.size:, :za.size] = 0
z_uncoupled = np.linalg.solve(M_uncoupled, -X)
for name, field, unit in (('position', FIELD_X, 'bohr'),
                          ('staggered spin', FIELD_S, '')):
    relaxed = correlation_property(C, n_open, gamma, z, field)
    numeric = stencil(
        lambda s: field_energy(h0, n_open, C, field, s), 1e-4)
    wrong = correlation_property(C, n_open, gamma, z_uncoupled, field)
    assert abs(relaxed - numeric) < 1e-6
    assert abs(wrong - numeric) > 1e-5
    show(f'{name}, UHF', expectation(density(C, n_open), field), unit)
    show(f'{name}, MP2 part unrelaxed', expectation(gamma, field), unit)
    show(f'{name}, MP2 part relaxed', relaxed, unit)
    show(f'{name}, MP2 part finite field', numeric, unit)
    show(f'{name}, MP2 part no a-b coupling', wrong, unit)

# Closed shell: equal and opposite rotations define the two spin channels.
n_closed = (3, 3)
C, eps = closed_shell(h0, n_closed)
singlet, triplet = singlet_triplet(C[0], eps[0], 3)
half = len(singlet)


def closed_fock(kappa):
    R = rotate(C, n_closed, kappa)
    return vo_elements(fock(h0, density(R, n_closed)), R, n_closed)


for sign, matrix in ((1, singlet), (-1, triplet)):
    columns = np.array([stencil(lambda s: closed_fock(
        s * np.concatenate([u, sign * u])), 1e-3) for u in np.eye(half)]).T
    assert np.max(np.abs(columns[:half] - matrix)) < 1e-8
    assert np.max(np.abs(columns[half:] - sign * matrix)) < 1e-8
X, gamma = mp2_source(C, eps, n_closed)
z_full = np.linalg.solve(coupled_matrix(C, eps, n_closed), -X)
X_plus = (X[:half] + X[half:]) / np.sqrt(2)
X_minus = (X[:half] - X[half:]) / np.sqrt(2)
z_plus = np.linalg.solve(singlet, -X_plus)
z_minus = (z_full[:half] - z_full[half:]) / np.sqrt(2)
assert np.max(np.abs(X_minus)) < 1e-10 and np.max(np.abs(z_minus)) < 1e-9
z_singlet = np.concatenate([z_plus, z_plus]) / np.sqrt(2)
relaxed = correlation_property(C, n_closed, gamma, z_singlet, FIELD_X)
numeric = stencil(
    lambda s: field_energy(h0, n_closed, C, FIELD_X, s), 1e-4)
assert abs(relaxed - numeric) < 1e-6
assert np.linalg.eigvalsh(triplet)[0] > 0
print('CLOSED SHELL, 3 alpha + 3 beta electrons')
show('RHF energy', hf_energy(h0, C, n_closed), 'hartree')
show('MP2 correlation energy', mp2_energy(C, eps, n_closed), 'hartree')
show('lowest singlet eigenvalue', np.linalg.eigvalsh(singlet)[0], 'hartree')
show('lowest triplet eigenvalue', np.linalg.eigvalsh(triplet)[0], 'hartree')
show('norm of z plus', np.linalg.norm(z_plus))
print(f'norm of z minus: {np.linalg.norm(z_minus):.1e}')
show('position, RHF', expectation(density(C, n_closed), FIELD_X), 'bohr')
show('position, MP2 part unrelaxed', expectation(gamma, FIELD_X), 'bohr')
show('position, MP2 part relaxed', relaxed, 'bohr')
show('position, MP2 part finite field', numeric, 'bohr')

# HF response to each kind of field selects one of the two matrices.
for name, field, matrix, unit in (
        ('position', FIELD_X, singlet, 'bohr^2/hartree'),
        ('staggered-spin', FIELD_S, triplet, '1/hartree')):
    v = vo_elements(field, C, n_closed)[:half]
    formula = -4 * v @ np.linalg.solve(matrix, v)

    def hf_moment(strength):
        R, _ = solve_uhf(add_field(h0, field, strength), n_closed, C)
        return expectation(density(R, n_closed), field)

    response = stencil(hf_moment, 1e-4)
    assert abs(response - formula) < 1e-5 * max(1, abs(formula))
    show(f'HF {name} response', formula, unit, 4)


def spin_responses(h, C0, step):
    """HF and MP2 parts of d(staggered spin)/d(staggered field)."""
    values = []
    for strength in (step, -step):
        R, e = solve_uhf(add_field(h, FIELD_S, strength), n_closed, C0)
        source, g = mp2_source(R, e, n_closed)
        multipliers = np.linalg.solve(coupled_matrix(R, e, n_closed), -source)
        values.append([expectation(density(R, n_closed), FIELD_S),
                       correlation_property(R, n_closed, g, multipliers,
                                            FIELD_S)])
    return (np.array(values[0]) - np.array(values[1])) / (2 * step)


mp2_response = spin_responses(h0, C, 1e-4)[1]
second_difference = (field_energy(h0, n_closed, C, FIELD_S, 1e-4)
                     + field_energy(h0, n_closed, C, FIELD_S, -1e-4)
                     - 2 * mp2_energy(C, eps, n_closed)) / 1e-8
assert abs(mp2_response - second_difference) < 2e-3 * max(1, abs(mp2_response))
show('MP2 part of staggered-spin response', mp2_response, '1/hartree', 4)


# Weaken the hopping until the triplet matrix is nearly singular.
def lowest_triplet(scale):
    R, e = closed_shell(chain(scale), n_closed)
    return np.linalg.eigvalsh(singlet_triplet(R[0], e[0], 3)[1])[0]


low = 1.0
while lowest_triplet(low) > 0.001:
    low -= 0.05
    assert low > 0.1
print('NEAR THE TRIPLET INSTABILITY')
records = []
for target in (0.002, 0.001):
    scale = brentq(lambda s: lowest_triplet(s) - target, low, 1.0, xtol=1e-12)
    h = chain(scale)
    R, e = closed_shell(h, n_closed)
    S_matrix, T_matrix = singlet_triplet(R[0], e[0], 3)
    source, _ = mp2_source(R, e, n_closed)
    plus = np.linalg.solve(S_matrix, -np.sqrt(2) * source[:half])
    hf_part, mp2_part = spin_responses(h, R, 1e-6)
    records.append([np.linalg.norm(plus), hf_part, mp2_part])
    show('hopping scale factor', scale)
    show('  lowest triplet eigenvalue', np.linalg.eigvalsh(T_matrix)[0],
         'hartree')
    show('  lowest singlet eigenvalue', np.linalg.eigvalsh(S_matrix)[0],
         'hartree')
    show('  norm of z plus', records[-1][0])
    show('  HF spin response', hf_part, '1/hartree', 1)
    show('  MP2 part of spin response', mp2_part, '1/hartree', 0)
ratios = np.array(records[1]) / np.array(records[0])
show('ratio of z plus norms', ratios[0], '', 4)
show('ratio of HF spin responses', ratios[1], '', 4)
show('ratio of MP2 spin responses', ratios[2], '', 4)
# Nonsingular background terms make small departures from 1, 2 and 4.
assert abs(ratios[0] - 1) < 0.05
assert abs(ratios[1] - 2) < 0.10
assert abs(ratios[2] - 4) < 0.40
print('success')
```

Output:

```
site spacing: 2.60 bohr
on-site repulsion: 0.35 hartree
strong hopping: -0.12 hartree
weak hopping: -0.09 hartree
end-site energy shift: -0.05 hartree
OPEN SHELL, 3 alpha + 2 beta electrons
number of coupled unknowns: 17
UHF energy: -0.684106 hartree
MP2 correlation energy: -0.005799 hartree
lowest eigenvalue of M: 0.060049 hartree
largest error in M elements: 3.1e-13 hartree
largest error in X elements: 7.3e-15 hartree
norm of z alpha: 0.032295
norm of z beta: 0.041678
position, UHF: -0.906857 bohr
position, MP2 part unrelaxed: 0.001298 bohr
position, MP2 part relaxed: 0.013201 bohr
position, MP2 part finite field: 0.013201 bohr
position, MP2 part no a-b coupling: 0.019345 bohr
staggered spin, UHF: 0.085539
staggered spin, MP2 part unrelaxed: -0.000780
staggered spin, MP2 part relaxed: -0.008776
staggered spin, MP2 part finite field: -0.008776
staggered spin, MP2 part no a-b coupling: -0.007627
CLOSED SHELL, 3 alpha + 3 beta electrons
RHF energy: -0.690162 hartree
MP2 correlation energy: -0.007439 hartree
lowest singlet eigenvalue: 0.210026 hartree
lowest triplet eigenvalue: 0.086153 hartree
norm of z plus: 0.016011
norm of z minus: 2.6e-18
position, RHF: -0.708100 bohr
position, MP2 part unrelaxed: 0.003165 bohr
position, MP2 part relaxed: 0.029686 bohr
position, MP2 part finite field: 0.029686 bohr
HF position response: -143.4145 bohr^2/hartree
HF staggered-spin response: -26.6284 1/hartree
MP2 part of staggered-spin response: 3.2798 1/hartree
NEAR THE TRIPLET INSTABILITY
hopping scale factor: 0.463342
  lowest triplet eigenvalue: 0.002000 hartree
  lowest singlet eigenvalue: 0.122875 hartree
  norm of z plus: 0.035585
  HF spin response: -1198.6 1/hartree
  MP2 part of spin response: 8262 1/hartree
hopping scale factor: 0.457432
  lowest triplet eigenvalue: 0.001000 hartree
  lowest singlet eigenvalue: 0.121813 hartree
  norm of z plus: 0.036123
  HF spin response: -2392.6 1/hartree
  MP2 part of spin response: 33167 1/hartree
ratio of z plus norms: 1.0151
ratio of HF spin responses: 1.9962
ratio of MP2 spin responses: 4.0142
success
```
